# Classical Sampling Error for Silicon's 520 cm⁻¹ Mode at 300 K

## Definitions and conventions

Consider one vibrational mode with displacement $u$, momentum $p$, mass $\mu$ and angular frequency $\omega$, in the harmonic approximation:

$$H=\frac{p^2}{2\mu}+\frac12\mu\omega^2u^2 .$$

The mode is in equilibrium at temperature $T$. Its mean displacement is zero, so its variance is $\sigma^2=\langle u^2\rangle$. Classical nuclear sampling means drawing $u$ with the Boltzmann weight of the potential energy, as Monte Carlo sampling or well-equilibrated classical molecular dynamics does. The quantum and classical variances, $\sigma_q^2$ and $\sigma_c^2$, are compared at the same potential and temperature. Define

$$x=\frac{\hbar\omega}{kT},\qquad R=\frac{\sigma_q^2}{\sigma_c^2}.$$

Small $x$ means that the level spacing is small compared with $kT$, which is the classical regime. Energies are given in meV and variances in pm². Here $k$ is the Boltzmann constant. The example is the zone-centre optical mode of silicon at 520 cm⁻¹. This wavenumber corresponds to $\hbar\omega=64.47$ meV, and at 300 K $kT=25.85$ meV. Hence

$$x=\frac{64.47}{25.85}=2.494 .$$

This is not small, so a sizeable quantum correction is to be expected.

## The two variances

The classical weight is $\exp(-\mu\omega^2u^2/2kT)$. A Gaussian $\exp(-u^2/2s^2)$ has variance $s^2$, and comparing exponents gives

$$\sigma_c^2=\frac{kT}{\mu\omega^2}.$$

For the quantum variance, write $u=\ell(a+a^\dagger)$ with $\ell^2=\hbar/(2\mu\omega)$ and $[a,a^\dagger]=1$. In level $n$ the terms $a^2$ and $(a^\dagger)^2$ change the level and have no diagonal element. The other two give $\langle n|aa^\dagger|n\rangle=n+1$ and $\langle n|a^\dagger a|n\rangle=n$. Therefore

$$\langle n|u^2|n\rangle=\ell^2(2n+1)=\frac{\hbar}{\mu\omega}\left(n+\tfrac12\right).$$

Level $n$ has thermal weight proportional to $e^{-nx}$; the zero-point energy is common to all levels and cancels. With $Z=\sum_n e^{-nx}=1/(1-e^{-x})$, the mean level number is

$$\bar n=-\frac{d\ln Z}{dx}=\frac{e^{-x}}{1-e^{-x}}=\frac1{e^x-1}.$$

Adding one half gives

$$\bar n+\frac12=\frac{e^x+1}{2(e^x-1)}=\frac12\coth\frac x2,$$

where the last step divides numerator and denominator by $e^{x/2}$. Thus

$$\sigma_q^2=\frac{\hbar}{2\mu\omega}\coth\frac x2 .$$

Division by $\sigma_c^2$ produces the prefactor $(\hbar/2\mu\omega)(\mu\omega^2/kT)=\hbar\omega/2kT=x/2$, so

$$\boxed{R=\frac x2\coth\frac x2=x\left(\bar n+\frac12\right)}$$

The mass has cancelled. The ratio depends on frequency and temperature through $x$ alone.

For the silicon mode $x/2=1.2469$ and $\coth(x/2)=1.1800$, which gives $R=1.471$. The quantum variance is 47% above the classical one. Relative to the quantum value, the classical variance is too small by $1-1/R=32\%$, and the classical root-mean-square displacement by $1-1/\sqrt R=17.6\%$.

## High temperature: the first correction

Set $y=x/2$ and expand numerator and denominator of $y\coth y=y\cosh y/\sinh y$, cancelling one factor $y$:

$$y\coth y=\frac{1+y^2/2+y^4/24+\dots}{1+y^2/6+y^4/120+\dots}.$$

Let the quotient be $1+Ay^2+By^4+\dots$ and multiply it by the denominator. Matching the $y^2$ terms gives $A+1/6=1/2$, so $A=1/3$. Matching the $y^4$ terms gives $B+A/6+1/120=1/24$, so

$$B=\frac1{24}-\frac1{120}-\frac1{18}=\frac{15-3-20}{360}=-\frac1{45}.$$

With $y^2=x^2/4$ and $y^4=x^4/16$,

$$R=1+\frac{x^2}{12}-\frac{x^4}{720}+O(x^6).$$

The nearest singularities are the zeros of $\sinh(x/2)$ at $x=\pm2\pi i$; the zero at the origin is cancelled by the factor $x$. The series therefore converges for $|x|<2\pi$, a range that includes $x=2.494$.

The leading term, 1, is the classical answer. The first correction gives $1+6.220/12=1.518$, which is 3% above the full $R$. The next term lowers this to $1.5183-0.0537=1.4646$, within 0.5% of $R$. The first correction thus already sizes the classical error, although $x$ exceeds 1. The reason is that the next term is smaller in magnitude by the factor $(x^4/720)/(x^2/12)=x^2/60$, which is only 0.10 here.

The same correction tells how hot the crystal must be for the quantum excess to fall to 10%. Setting $x^2/12=0.1$ gives $x=1.095$. Since $\hbar\omega/k=2.494\times300\ \mathrm K=748$ K, the estimate is $T=748/1.095=683$ K. Solving $R=1.1$ numerically with the full formula gives 676 K. Both values hold the frequency at 520 cm⁻¹.

In absolute terms, the first correction to the variance is

$$\sigma_q^2-\sigma_c^2\simeq\frac{kT}{\mu\omega^2}\,\frac{1}{12}\left(\frac{\hbar\omega}{kT}\right)^2=\frac{\hbar^2}{12\mu kT}.$$

The frequency has dropped out. To this order, soft and stiff modes of equal mass gain the same variance; what differs is the classical variance to which it is added.

## Low temperature: the zero-point side

For large $x$, put $q=e^{-x}$. Then

$$R=\frac x2\,\frac{1+q}{1-q}=\frac x2\left(1+2q+\frac{2q^2}{1-q}\right).$$

The leading term $x/2$ is the zero-point variance divided by the classical variance. As $T\to0$ the classical variance vanishes while the zero-point variance stays finite, so $R$ grows as $1/T$.

At 300 K this term alone is 1.247: the zero-point motion of the mode already exceeds its entire classical thermal motion. For the first thermal correction, $\bar n=0.0900$ gives $q=\bar n/(1+\bar n)=0.0826$, and

$$R\simeq1.2469\,(1+2\times0.0826)=1.453,$$

about 1% below the full value. The mode lies in the crossover region, where one correction from either side gives a usable estimate. The cold-side estimate is the closer one here.

## Lengths for a local oscillator

A normal mode extends over the whole crystal, so its share of one atom's displacement shrinks as the crystal grows. To attach a length to the ratio, take one optical oscillator per primitive cell, as if the optical branch were flat at 520 cm⁻¹. Let $u$ be the relative displacement of the two sublattices along one direction. For two equal masses $m=28.085$ u, the reduced mass is $\mu=m/2=14.04$ u.

The force constant is $\mu\omega^2=13.963$ eV/Å². With 1 Å² $=10^4$ pm²,

$$\sigma_c^2=\frac{0.02585}{13.963}\times10^4\ \mathrm{pm^2}=18.5\ \mathrm{pm^2},$$

$$\sigma_q^2=1.4714\times18.51\ \mathrm{pm^2}=27.2\ \mathrm{pm^2}.$$

The root-mean-square displacements are 4.3 pm and 5.2 pm. These lengths belong to the flat-branch model only. In a crystal, lower-frequency modes also move neighbouring atoms relative to each other: with the scaled model spectrum used below, the bond-length variance is 27.7 pm² classically and 36.6 pm² quantum mechanically, a ratio of 1.32.

The error carries over to observables. If a property varies as $A_0+A_1u+\frac12A_2u^2$, its thermal mean is $A_0+\frac12A_2\sigma^2$, since $\langle u\rangle=0$. Classical sampling then makes this mode's contribution $\frac12A_2\sigma^2$ too small in magnitude by 32% of its quantum value.

## A raised temperature as a cure for one mode

The variance can be repaired by sampling classically at $T_{\rm eff}=RT=441$ K. This repairs the whole position distribution if the quantum distribution is also Gaussian. To show that it is, let $E=e^{isu}$ and $f(s)=\langle E\rangle$, the Fourier transform of the distribution. Because $[a,u]=\ell$ and $[a^\dagger,u]=-\ell$,

$$aE=Ea+is\ell E,\qquad a^\dagger E=Ea^\dagger-is\ell E.$$

The thermal density operator $\rho$ obeys $\rho a=e^xa\rho$, since $a$ lowers the energy by $\hbar\omega$, and likewise $\rho a^\dagger=e^{-x}a^\dagger\rho$. Cyclic permutation under the trace then gives $\langle aE\rangle=e^x\langle Ea\rangle$ and $\langle a^\dagger E\rangle=e^{-x}\langle Ea^\dagger\rangle$. Inserting these into the averaged commutation relations,

$$\langle Ea\rangle=\frac{is\ell f}{e^x-1}=is\ell\,\bar n f,\qquad \langle Ea^\dagger\rangle=\frac{is\ell f}{1-e^{-x}}=is\ell(\bar n+1)f.$$

Hence

$$f'(s)=i\langle Eu\rangle=i\ell\left(\langle Ea\rangle+\langle Ea^\dagger\rangle\right)=-s\,\ell^2(2\bar n+1)f=-s\,\sigma_q^2f.$$

With $f(0)=1$ the solution is $f=e^{-s^2\sigma_q^2/2}$, the transform of a Gaussian of variance $\sigma_q^2$. The cure therefore works for all position averages of this harmonic mode. It does not carry over to a crystal with many frequencies, because each frequency needs its own $T_{\rm eff}$.

## Why a silicon atom shows a smaller error

Let $u_i$ be a Cartesian displacement component of an atom, and expand it in orthonormal mode vectors. In a crystal of $N$ primitive cells there are $6N$ components and $6N$ modes. Summing $\langle u_i^2\rangle$ over all components removes the mode vectors by normalization. The cubic symmetry and the equivalence of the two atoms make all components equal, so

$$\langle u_i^2\rangle=\frac1{6N}\sum_\lambda\frac{\hbar}{2m\omega_\lambda}\coth\frac{\hbar\omega_\lambda}{2kT},$$

apart from the three uniform translations, which are left out. The classical counterpart averages $kT/(m\omega_\lambda^2)$, which favours soft modes.

The frequencies here come from the harmonic force constants of the Stillinger-Weber model potential. Its zone-centre optical mode lies at 595 cm⁻¹, so all frequencies were multiplied by 0.874 to place it at 520 cm⁻¹. Sums over wavevector meshes, extrapolated to a dense mesh, give a classical variance of 63.0 pm² and a quantum variance of 67.5 pm² per component. Their ratio is 1.07.

The excess is $67.54-62.96=4.6$ pm². It lies between the soft-mode limit $\hbar^2/(12mkT)=4.8$ pm² and the 4.4 pm² that would result if all modes lay at 520 cm⁻¹. The excess is thus nearly the same for soft and stiff modes, but the classical variance is not: it would be 9.3 pm² with all modes at 520 cm⁻¹, against 63.0 pm² for the actual spectrum of the model. This dilutes the relative error. Without the frequency scaling the ratio is 1.09, so the second decimal depends on the model. The absolute variances are model values too: the measured room-temperature Debye-Waller factor of silicon, $B\approx0.45$–$0.47$ Å², corresponds to $\langle u_i^2\rangle=B/8\pi^2\approx57$–$60$ pm², below the 67.5 pm² of the scaled model, and with an excess of 4.6 pm² implies a ratio of about 1.08–1.09. The figure 1.47 belongs to the optical mode, not to the atom's total motion.

## Real silicon and the limits of the estimate

The Raman line of unstressed silicon lies near 520 cm⁻¹ at room temperature, so the example uses a realistic frequency. A chip in operation, however, can be well above 300 K. With the frequency held fixed, $R$ falls to 1.34 at 358 K and 1.28 at 398 K, which are roughly the temperatures of hot-running chips. Heating and stress also shift the frequency. A rise of 10 cm⁻¹ at 300 K changes $R$ by only 0.017, and a stress of 1 GPa shifts the line by roughly a few cm⁻¹.

Anharmonicity was sized with the Stillinger-Weber energy per cell for a rigid relative displacement of the sublattices, multiplied by a constant so that its curvature matches 520 cm⁻¹. The quantum variance was found by diagonalizing the one-dimensional Hamiltonian on a grid, the classical one by summing Boltzmann weights. Both are taken about the mean displacement, which is no longer exactly zero along [111]. Along [001] $R$ stays at 1.47 and both variances change by 0.1%. Along [111] the quantum variance rises by 0.7% and the classical one by 0.8%, so the changes nearly cancel in the ratio, which is again 1.47. These are one-dimensional slices. The small change along [001] arises because the slice misses the cubic term that couples the three Cartesian components; when all three move, the quantum and classical variances rise by 0.5% and 0.7% and $R=1.469$. The model is also somewhat less anharmonic than silicon (Grüneisen parameter of the optical mode 0.8, against about 1.0 measured), but doubling the anharmonic part along [111] raises both variances by about 3% and still leaves $R=1.466$. This local estimate omits the coupling to other modes and the finite phonon lifetime. Within its scope, the quantum correction far outweighs the anharmonic one.

Numbers in the example were calculated in double precision.
